# Reduced s-wave Coulomb Green's function for the hydrogen ground state, part 1

(Sections cited here and not found follow in the second part.)

**Q.** Second-order perturbation theory for the hydrogen ground state needs a sum over all excited states, bound and free. I am told the sum has a closed form that comes from the Coulomb Green's function. What exactly is the object, and why is the ordinary Green's function not enough?

**A.** Use atomic units (hartree, bohr), a point nucleus of charge $Z$ and infinite mass, no spin and no relativity. For an s state write $\psi = u(r)/(\sqrt{4\pi}\,r)$. Then $u$ obeys $hu=Eu$ with

$$h=-\tfrac12\frac{d^2}{dr^2}-\frac{Z}{r},\qquad u(0)=0 ,$$

and the ground state is $E_1=-Z^2/2$, $u_1=2Z^{3/2}\,r\,e^{-Zr}$. Let $g(r,r';E)$ be the kernel of $(h-E)^{-1}$, so that $(h-E)g=\delta(r-r')$. With the opposite convention, $(E-h)^{-1}$, every kernel below changes sign. In terms of the real normalized eigenfunctions,

$$g(r,r';E)=\frac{u_1(r)u_1(r')}{E_1-E}+R(r,r';E),\qquad R=\sum_{n\neq1}\frac{u_n(r)u_n(r')}{E_n-E},$$

where the sum includes the integral over the continuum. Perturbation theory needs $\bar g(r,r')=R(r,r';E_1)$, the reduced Green's function. The full $g$ cannot be evaluated at $E_1$, because its first term is infinite there. Applying $h-E_1$ to the sum and using completeness, $\sum_n u_nu_n=\delta$, gives the defining properties

$$(h-E_1)\bar g=\delta(r-r')-u_1(r)u_1(r'),\qquad \int_0^\infty u_1(r)\,\bar g(r,r')\,dr=0 .$$

**Q.** The atom is three-dimensional. Why treat only the s wave?

**A.** The full kernel is $\sum_{lm} g_l(r,r';E)\,Y_{lm}(\hat r)Y^*_{lm}(\hat r')/(rr')$. The lowest level with $l\ge1$ has $n=l+1\ge2$, so those $g_l$ are finite at $E_1$ and enter unchanged. Only $l=0$ has a pole to remove. Since $|Y_{00}|^2=1/4\pi$, the s part of the three-dimensional reduced kernel is $\bar g/(4\pi rr')$.

**Q.** Subtracting a pole I understand. Where does a derivative in energy come from?

**A.** Multiply by $E-E_1$:

$$F(E)\equiv(E-E_1)\,g=-u_1(r)u_1(r')+(E-E_1)R(E).$$

The nearest singularity of $R$ is the 2s level, a distance $3Z^2/8$ away, so $R$ and $F$ are analytic at $E_1$. Differentiating, $F'=R+(E-E_1)R'$, and the second term vanishes at $E_1$:

$$\bar g(r,r')=\frac{\partial}{\partial E}\Big[(E-E_1)\,g(r,r';E)\Big]_{E=E_1},\qquad F(E_1)=-u_1(r)u_1(r').$$

The derivative is taken at fixed $r$ and $r'$. Because $F$ is analytic, it may be taken from one side only, and $E<E_1$ is the convenient side.

**Q.** Then I need $g$ at arbitrary energy, with its normalization. I will not accept it as a quoted formula.

**A.** Put $E=-k^2/2$, $\nu=Z/k$, $y=2kr=2Zr/\nu$. Then $d^2/dr^2=4k^2\,d^2/dy^2$ and $Z/r=2kZ/y$. Dividing $(h-E)\phi=0$ by $-2k^2$ gives

$$\phi''+\Big(\frac{\nu}{y}-\frac14\Big)\phi=0 .$$

Set $\phi=y\,e^{-y/2}w$. Then $\phi'=e^{-y/2}\,[w+yw'-yw/2]$ and $\phi''=e^{-y/2}\,[yw''+(2-y)w'-w+yw/4]$. Adding $(\nu/y-\tfrac14)\phi=e^{-y/2}(\nu-y/4)w$ leaves Kummer's equation

$$yw''+(2-y)w'-aw=0,\qquad a=1-\nu .$$

The ground state is $\nu=1$, $a=0$, and $E<E_1$ means $0<a<1$.

For the solution regular at the origin insert $w=\sum c_ny^n$. The coefficient of $y^n$ gives $(n+1)(n+2)c_{n+1}=(n+a)c_n$, so with $c_0=1$ and $(a)_n=a(a+1)\cdots(a+n-1)$,

$$M(a,2,y)=\sum_{n\ge0}\frac{(a)_n\,y^n}{n!\,(n+1)!}.$$

For the solution that decays at infinity take, for $a>0$,

$$U(a,2,y)=\frac1{\Gamma(a)}\int_0^\infty e^{-yt}\,t^{a-1}(1+t)^{1-a}\,dt .$$

Each $d/dy$ brings down $-t$, so Kummer's operator multiplies the integrand by $yt^2-(2-y)t-a=yt(1+t)-2t-a$. On the other hand

$$\frac{d}{dt}\Big[-e^{-yt}t^{a}(1+t)^{2-a}\Big]=e^{-yt}t^{a-1}(1+t)^{1-a}\big[yt(1+t)-a(1+t)-(2-a)t\big],$$

and the bracket is the same expression. The integrand is a total derivative whose end values vanish for $a>0$, $y>0$, so $U$ solves the equation. At large $y$ only small $t$ contributes, $(1+t)^{1-a}\to1$, and $U\to y^{-a}$. Thus $\phi_U=ye^{-y/2}U\sim y^{\nu}e^{-y/2}$ decays, while $\phi_M=ye^{-y/2}M$ vanishes at the origin.

**Q.** And the constant in front of the product?

**A.** It follows from the Wronskian $\mathcal W=\phi_M\phi_U'-\phi_M'\phi_U$, which is independent of $y$ because the equation for $\phi$ has no first-derivative term. Evaluate it at $y\to0$. Substituting $t=s/y$,

$$yU=\frac1{\Gamma(a)}\int_0^\infty e^{-s}\Big(1+\frac ys\Big)^{1-a}ds\;\longrightarrow\;\frac1{\Gamma(a)} ,$$

so $\phi_U(0)=1/\Gamma(a)$. The equation then gives $\phi_U''\approx-\nu\,\phi_U(0)/y$, so $\phi_U'$ grows only as $\ln y$, and $\phi_M\phi_U'\sim y\ln y\to0$. With $\phi_M'(0)=1$ we get $\mathcal W=-1/\Gamma(a)$.

Away from $r=r'$ the kernel solves the homogeneous equation with the two boundary conditions and is continuous, so $g=C\,\phi_M(y_<)\phi_U(y_>)$, where $y_<$ and $y_>$ are the smaller and larger of $y$, $y'$. Integrating $(h-E)g=\delta$ across $r=r'$ gives $-\tfrac12[\partial_rg]=1$. The jump of the product is $C\cdot2k\,\mathcal W=-2kC/\Gamma(a)$, and setting it equal to $-2$ gives $C=\Gamma(a)/k=\nu\Gamma(a)/Z$:

$$g=\frac{\nu}{Z}\,\Gamma(a)\;y\,y'\,e^{-(y+y')/2}\,M(a,2,y_<)\,U(a,2,y_>).$$

The derivation used $a>0$. Since $g$ is analytic in $E$ away from the levels, the same expression holds above $E_1$ with $U$ continued analytically in $a$, where it is still the solution behaving as $y^{-a}$ at large $y$. The poles of $\Gamma(1-\nu)$ at $\nu=1,2,\dots$ are the bound s levels. The program tests the Wronskian for both signs of $a$, and tests this $g$ against the inverse of a finite-difference Hamiltonian at energies below and above $E_1$.

**Q.** So the pole sits in $\Gamma(a)\approx1/a$. I cancel it against $E-E_1$ and differentiate $M$ and $U$ in $a$. Is that all?

**A.** No. The energy enters in four places: the prefactor, the scale of $y$, and the parameters of $M$ and of $U$. Each must be expanded to first order in $a$. Start with the energy. Since $\nu=1-a$ and $(1-a)^{-2}=1+2a+3a^2+\dots$,

$$E-E_1=\frac{Z^2}{2}\Big[1-\frac1{(1-a)^2}\Big]=-Z^2a\Big(1+\frac32a+\dots\Big),\qquad \frac{\partial}{\partial E}\Big|_{E_1}=-\frac1{Z^2}\frac{\partial}{\partial a}\Big|_0 .$$

The quadratic term has to be kept, because it is multiplied by $1/a$ and then contributes at first order. With Euler's constant defined by $\gamma=-\Gamma'(1)$, $\Gamma(a)=\Gamma(1+a)/a=(1-\gamma a+\dots)/a$. The prefactor of $F$ is

$$(E-E_1)\frac{\nu}{Z}\Gamma(a)=-Z\Big(1+\frac32a\Big)(1-a)(1-\gamma a)+\dots=-Z\Big[1+a\Big(\frac12-\gamma\Big)+\dots\Big].$$

The slope $\tfrac12-\gamma=-0.0772157$ is tested against a numerical derivative of the unexpanded prefactor.

**Q.** What do you mean by the scale of $y$? It is just the radial variable.

**A.** It is the radial variable divided by $\nu$. Define the energy-independent variables $x=2Zr$, $x'=2Zr'$. Then $y=x/(1-a)$ moves when $E$ changes at fixed $r$. The logarithm of the elementary factor is

$$\ln\big[yy'e^{-(y+y')/2}\big]=\ln(xx')-2\ln(1-a)-\frac{x+x'}{2(1-a)} ,$$

whose derivative at $a=0$ is $2-(x+x')/2$. So

$$yy'e^{-(y+y')/2}=P\,\Big[1+a\Big(2-\frac{x+x'}2\Big)+\dots\Big],\qquad P=xx'e^{-(x+x')/2}.$$

In $M$ and $U$ the moving argument does nothing at this order. Both equal 1 at $a=0$, as the next steps show, so $M=1+aS(y)$ and $U=1+aT(y)$, and replacing $y$ by $x=y(1-a)$ changes them by $O(a^2)$.

**Q.** Now the regular solution. How does an exponential integral come out of a power series?

**A.** For $n\ge1$, $(a)_n=a\,(n-1)!+O(a^2)$, since every factor after the first tends to an integer. Then $M=1+aS+O(a^2)$ with

$$S(x)=\sum_{n\ge1}\frac{(n-1)!\,x^n}{n!\,(n+1)!}=\sum_{n\ge1}\frac{x^n}{n\,(n+1)\,n!}=\sum_{n\ge1}\frac{x^n}{n\;n!}-\sum_{n\ge1}\frac{x^n}{(n+1)!},$$

using $1/(n(n+1))=1/n-1/(n+1)$. The second sum is $(e^x-1-x)/x$. The first has derivative $\sum x^{n-1}/n!=(e^x-1)/x$ and vanishes at zero. The exponential integral is the principal value $\mathrm{Ei}(x)=\mathrm{PV}\!\int_{-\infty}^x e^t\,dt/t$, with derivative $e^x/x$, so $\mathrm{Ei}(x)-\ln x$ has the same derivative as the first sum and differs from it by a constant. To find the constant, split the integral at $-x$. The part from $-x$ to $x$ is $\int_0^x(e^t-e^{-t})\,dt/t$, which tends to zero with $x$. The rest is, by parts,

$$-\int_x^\infty\frac{e^{-t}}t\,dt=e^{-x}\ln x-\int_x^\infty e^{-t}\ln t\,dt\;\longrightarrow\;\ln x-\Gamma'(1)=\ln x+\gamma .$$

The first sum is therefore $\mathrm{Ei}(x)-\ln x-\gamma$, and

$$S(x)=\mathrm{Ei}(x)-\ln x-\gamma+1-\frac{e^x-1}{x},\qquad S=\frac x2+O(x^2).$$

**Q.** The integral for $U$ diverges at $t=0$ when $a\to0$, and $1/\Gamma(a)$ goes to zero. How do you expand that product safely?

**A.** By isolating the divergent piece, which can be integrated exactly. Write $(1+t)^{1-a}=(1+t)^{-a}+t(1+t)^{-a}$, and in the first part write $(1+t)^{-a}=1+[(1+t)^{-a}-1]$. This gives three integrals, each divided by $\Gamma(a)$, with $1/\Gamma(a)=a+O(a^2)$.

The first is $\int e^{-xt}t^{a-1}dt=\Gamma(a)x^{-a}$, contributing $x^{-a}=1-a\ln x+O(a^2)$. In the second, $|(1+t)^{-a}-1|\le a\ln(1+t)\le at$, so the integral is at most $a\int e^{-xt}t^a\,dt=O(a)$ in size and its contribution is $O(a^2)$. The third is $\int e^{-xt}[t/(1+t)]^a\,dt\to1/x$, contributing $a/x$. Hence

$$U=1+aT(x)+O(a^2),\qquad T(x)=\frac1x-\ln x .$$

Only $a>0$ was used, which suffices because $F$ is analytic. The program tests $S$ and $T$ against central differences in $a$ of the confluent functions in high precision, which sample both signs of $a$, and tests $S$ against its series.

**Q.** Put the pieces together. What is the closed form?

**A.** Multiplying the four factors, $F=-ZP\,[1+aB+O(a^2)]$, where $B$ is the sum of the four slopes:

$$B=\Big(\frac12-\gamma\Big)+\Big(2-\frac{x+x'}2\Big)+S(x_<)+T(x_>).$$

At $a=0$, $F=-ZP$. Since $u_1(r)u_1(r')=4Z^3rr'e^{-Z(r+r')}=ZP$, this is the residue required by the spectral form. The derivative is $\bar g=-Z^{-2}\,\partial_aF=PB/Z$. Inserting $S$ and $T$, the constants add to $\tfrac52-\gamma+1-\gamma$, and $\ln x_<+\ln x_>=\ln x+\ln x'$:

$$\bar g(r,r')=\frac{u_1(r)u_1(r')}{Z^2}\,B=\frac{x\,x'}{Z}\,e^{-(x+x')/2}\,B ,$$

$$B=\frac72-2\gamma-\frac{x+x'}2-\ln x-\ln x'+\mathrm{Ei}(x_<)+\frac{1-e^{x_<}}{x_<}+\frac1{x_>} .$$

The residue and the energy derivative of the full kernel, computed numerically from the confluent functions, are tested against these expressions for several points and charges.

**Q.** You leaned on a spectral sum whose pointwise convergence you never discussed. Can the result be verified without it?

**A.** Yes, from the defining properties alone. For any $f$, because $(h-E_1)u_1=0$,

$$(h-E_1)(u_1f)=-\tfrac12\big(u_1f_{rr}+2u_1'f_r\big).$$

Here $u_1'/u_1=1/r-Z=Z(2/x-1)$, $f_r=2Zf'$ and $f_{rr}=4Z^2f''$, with primes on $f$ meaning $d/dx$. So

$$(h-E_1)(u_1f)=-\frac{2Z^2}{x}\,u_1\,Lf,\qquad Lf=xf''+(2-x)f' .$$

For $T$: $T'=-1/x^2-1/x$ and $T''=2/x^3+1/x^2$, so $LT=(2/x^2+1/x)+(-2/x^2-2/x+1/x+1)=1$. For $S$:

$$S'=\frac{e^x}x-\frac1x-\frac{e^x}{x}+\frac{e^x-1}{x^2}=T'+\frac{e^x}{x^2}.$$

The extra piece is annihilated, since $x(e^x/x^2-2e^x/x^3)+(2-x)e^x/x^2=0$, so $LS=1$ too. For the linear term, $L(-x/2)=x/2-1$. On either side of $x'$ the $x$-dependent part of $B$ is $-x/2$ plus $S$ or $T$, so $LB=x/2$ and

$$(h-E_1)\bar g=-\frac{2Z^2}{x}\cdot\frac x2\cdot\frac{u_1(r)u_1(r')}{Z^2}=-u_1(r)u_1(r')\qquad(r\ne r').$$

$B$ is symmetric in $x,x'$ and continuous at $x=x'$. The slope jump comes only from $B$:

$$[\partial_r\bar g]=\frac{u_1^2}{Z^2}\,2Z\,(T'-S')=\frac{Zx^2e^{-x}}{Z^2}\,2Z\Big(-\frac{e^x}{x^2}\Big)=-2 ,$$

which supplies the delta function. The kernel vanishes at $r=0$ and decays at large $r$. The program asserts the equation on both sides and the jump symbolically.

**Q.** None of that sees the constant $\tfrac72-2\gamma$. I could write any number there.

The closed form of $\bar g$ has been derived from the energy derivative and shown to satisfy its differential equation, slope jump and boundary conditions. It remains to check the constant $\tfrac72-2\gamma$ through orthogonality to $u_1$, and then to interpret the kernel, apply it and find its limits.
